**Hysteresis from border traps without interface states**

On a first gate sweep from empty traps, the sheet density exchanged between the two readings is \(\delta n=N_T\ln(u/s)/(2\kappa)\), where \(N_T\) is the trap density, \(\kappa\) the tunnelling decay constant, and \(s\) and \(u\) the times from level crossing to the upward and return readings. The program asserts the threshold shift of a trapped sheet against a finite-difference Poisson solution, and the tunnelling laws against diagonalization of a well with position-dependent mass. It asserts the single-trap occupancy difference, the exchanged density and the loop width against time stepping of the rate equation with a sharp, common crossing voltage. A fuller model adds thermal occupation, depth-dependent crossing and trap repulsion; the closed-form width must agree with it within 15% in all four cases at 30 K, and at 0.01 and 1 V/s at 300 K. For the other two cases, 100 V/s and a van der Waals gap, the program asserts that the 300 K width exceeds the 30 K width. The output shows 300 K loops of 5.8, 6.9 and 9.6 mV at 0.01, 1 and 100 V/s, and 9.1 mV at 1 V/s with the gap, where the voltage dropped across the gap is ignored. The closed form is low by 16% at 100 V/s and by 14% with the gap, relative to the fuller model at 300 K. With the trap level raised to 1.2 eV above the Fermi level at zero field, the loop practically vanishes at the same trap density.

## Check in Python

```python
"""Border-trap hysteresis of a transistor without any interface states.

Result under test: on a first gate sweep 0 -> V_MAX -> V_READ the insulator traps
exchange a sheet density  dn = N_T ln(u/s) / (2 kappa)  between the two readings
at V_READ, at mean depth  xbar = [ln(sqrt(s u)/tau0) + gamma] / (2 kappa), and
the threshold differs by  dV = (e t/eps) dn (1 - xbar/t).
Condition: the trap level crosses the Fermi level sharply, which means that
V_READ lies many thermal widths  kT t/(e xbar)  above the crossing voltage.
s, u   : times from level crossing to the upward and the downward reading
N_T    : trap density; t, eps: insulator thickness and permittivity
tau    : exchange time tau0 exp(2 kappa x) at depth x from the channel
gamma  : Euler's constant
Lengths in nm, energies in eV, gate voltages in V from flat band, times in s.
The tunnelling test alone uses Hartree atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
WARM, COLD = 300.0, 30.0
K_B = const.k / const.e                                     # eV/K
THICK, EPS_R = 10.0, 4.0
E_OVER_EPS = const.e / (const.epsilon_0 * EPS_R) * 1e9      # V nm
N_CM3 = 2e18
N_T = N_CM3 * 1e-21                                         # nm^-3
MASS, BARRIER = 0.4, 3.0
GAP_MASS, GAP_BARRIER, GAP_WIDTH = 1.0, 4.0, 0.2
LEVEL, HIGH_LEVEL, TAU0 = 0.2, 1.2, 1e-10
V_MAX, V_READ, DV = 3.0, 2.0, 1e-3
RATES = (0.01, 1.0, 100.0)


def decay_constant(mass, barrier_ev):
    """Amplitude decay constant in 1/nm."""
    return np.sqrt(2 * mass * barrier_ev / HARTREE) / BOHR


TWO_KAPPA = 2 * decay_constant(MASS, BARRIER)
GAP_FACTOR = np.exp(2 * decay_constant(GAP_MASS, GAP_BARRIER) * GAP_WIDTH)
CASES = [(rate, TAU0, "no gap") for rate in RATES]
CASES.append((1.0, TAU0 * GAP_FACTOR, "with gap"))

# ---- Electrostatics: finite-difference Poisson equation between two plates ----
def poisson(gate, sheet, index, n_cells=200):
    """Potential at interior nodes with an electron sheet at one node."""
    h = THICK / n_cells
    n = n_cells - 1
    matrix = (np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
              + np.diag(np.ones(n - 1), -1)) / h**2
    rhs = np.zeros(n)
    rhs[index] += E_OVER_EPS * sheet / h
    rhs[-1] -= gate / h**2
    return np.linalg.solve(matrix, rhs), h


for node in (19, 43, 120):
    sheet = 1e-3
    empty, h = poisson(1.0, 0.0, node)
    loaded, _ = poisson(1.0, sheet, node)
    raised, _ = poisson(2.0, 0.0, node)
    # channel charge is proportional to the field at the channel plate
    shift_numeric = (empty[0] - loaded[0]) / (raised[0] - empty[0])
    depth = (node + 1) * h
    shift_formula = E_OVER_EPS * THICK * sheet * (1 - depth / THICK)
    assert abs(shift_numeric / shift_formula - 1) < 1e-7
    y = h * np.arange(1, len(empty) + 1)
    green = np.minimum(y, depth) * (1 - np.maximum(y, depth) / THICK)
    assert np.allclose(empty - loaded, E_OVER_EPS * sheet * green, atol=1e-8)

# ---- Tunnelling: channel state leaking through a gap into the insulator ----
def leaking_state(gap_bohr, v_gap=0.19, v_ox=0.15, h=0.05):
    """Ground energy and density at depths 5 and 15 bohr in the insulator."""
    n_well, n_gap = round(12 / h), round(gap_bohr / h)
    total = n_well + n_gap + round(40 / h)
    node = np.arange(1, total)
    mid = np.arange(total) + 0.5
    potential = np.where(node < n_well, 0.0,
                         np.where(node < n_well + n_gap, v_gap, v_ox))
    mass = np.where(mid < n_well, 0.5,
                    np.where(mid < n_well + n_gap, GAP_MASS, MASS))
    hop = 1 / (2 * mass * h**2)
    energy, vec = eigh_tridiagonal(hop[:-1] + hop[1:] + potential, -hop[1:-1],
                                   select="i", select_range=(0, 0))
    density = vec[:, 0]**2
    start = n_well + n_gap - 1
    return energy[0], density[start + round(5 / h)], density[start + round(15 / h)]


e_thin, near_thin, far_thin = leaking_state(4.0)
e_wide, near_wide, far_wide = leaking_state(6.0)
slope_numeric = np.log(near_thin / far_thin) / 10
slope_formula = 2 * np.sqrt(2 * MASS * (0.15 - e_thin))
assert abs(slope_numeric / slope_formula - 1) < 5e-3
gap_numeric = near_thin / near_wide
gap_formula = np.exp(2 * 2.0 * np.sqrt(2 * GAP_MASS * (0.19 - (e_thin + e_wide) / 2)))
assert abs(gap_numeric / gap_formula - 1) < 0.03    # weak reflection in the gap

# ---- Closed form, with the crossing voltage taken at the mean active depth ----
def reading_times(rate, v_cross):
    return (V_READ - v_cross) / rate, (2 * V_MAX - V_READ - v_cross) / rate


def closed_form(rate, tau0, v_cross=None):
    """Crossing voltage, s, u, mean depth, exchanged sheet, threshold width."""
    depth = 2.0
    for _ in range(100):
        v_x = LEVEL * THICK / depth if v_cross is None else v_cross
        s, u = reading_times(rate, v_x)
        depth = (np.log(np.sqrt(s * u) / tau0) + np.euler_gamma) / TWO_KAPPA
    sheet = N_T * np.log(u / s) / TWO_KAPPA
    return v_x, s, u, depth, sheet, E_OVER_EPS * THICK * sheet * (1 - depth / THICK)


# ---- Rate equation stepped in time (backward Euler) ----
def sweep(rate, tau, equilibrium):
    """Trap occupancies at V_READ on the upward and the downward branch."""
    n_up, n_back = round(V_MAX / DV), round((V_MAX - V_READ) / DV)
    path = np.r_[DV * np.arange(1, n_up + 1), V_MAX - DV * np.arange(1, n_back + 1)]
    step = DV / rate / tau
    f = equilibrium(0.0, np.zeros_like(tau)) * np.ones_like(tau)
    for i, gate in enumerate(path):
        f = (f + step * equilibrium(gate, f)) / (1 + step)
        if i == round(V_READ / DV) - 1:
            f_up = f.copy()
    return f_up, f


DX = 0.01
x = DX * (np.arange(round(THICK / DX)) + 0.5)


def depth_sums(f):
    """Trapped sheet density (nm^-2) and its threshold shift (V)."""
    return (N_T * DX * f.sum(),
            E_OVER_EPS * THICK * N_T * DX * ((1 - x / THICK) * f).sum())


reference = closed_form(1.0, TAU0)
V_X, S_REF, U_REF = reference[:3]


def sharp(gate, f):
    return float(gate >= V_X)


# One trap: occupancy difference and the most effective time constant
tau_scan = np.geomspace(1e-3, 1e3, 1201)
up, down = sweep(1.0, tau_scan, sharp)
assert np.max(np.abs(down - up - np.exp(-S_REF / tau_scan)
                     + np.exp(-U_REF / tau_scan))) < 3e-3
tau_best = (U_REF - S_REF) / np.log(U_REF / S_REF)
assert abs(tau_scan[np.argmax(down - up)] / tau_best - 1) < 0.03
single = []
for rate in RATES:
    s, u = reading_times(rate, V_X)
    single.append(np.exp(-s / tau_best) - np.exp(-u / tau_best))
    up, down = sweep(rate, np.array([tau_best]), sharp)
    assert abs((down - up)[0] - single[-1]) < 3e-3
fast_trap = np.exp(-S_REF / 1e-3) - np.exp(-U_REF / 1e-3)
slow_trap = np.exp(-S_REF / 1e3) - np.exp(-U_REF / 1e3)

# Traps at all depths with a common sharp crossing: density and width
common = []
for rate, tau0, _ in CASES:
    up, down = sweep(rate, tau0 * np.exp(TWO_KAPPA * x), sharp)
    sheet, width = depth_sums(down - up)
    expected = closed_form(rate, tau0, V_X)
    assert abs(sheet / expected[4] - 1) < 5e-3
    assert abs(width / expected[5] - 1) < 5e-3
    common.append((sheet, width))
assert np.ptp([c[0] for c in common]) < 5e-3 * common[0][0]

# ---- Fuller model: tilted levels, thermal occupation, trap repulsion ----
def thermal(level, temperature):
    def equilibrium(gate, f):
        inner = np.cumsum(x * f) * DX
        outer_cum = np.cumsum((1 - x / THICK) * f) * DX
        repulsion = E_OVER_EPS * N_T * ((1 - x / THICK) * inner
                                        + x * (outer_cum[-1] - outer_cum))
        return expit((gate * x / THICK - level - repulsion) / (K_B * temperature))
    return equilibrium


warm, cold, approx, margin = [], [], [], []
for rate, tau0, _ in CASES:
    tau = tau0 * np.exp(TWO_KAPPA * x)
    up, down = sweep(rate, tau, thermal(LEVEL, WARM))
    warm.append(depth_sums(down - up) + (depth_sums(up)[0],))
    up, down = sweep(rate, tau, thermal(LEVEL, COLD))
    cold.append(depth_sums(down - up))
    estimate = closed_form(rate, tau0)
    approx.append(estimate)
    margin.append((V_READ - estimate[0]) * estimate[3] / (K_B * WARM * THICK))
    # with a sharp crossing only repulsion and the spread of crossings are left out
    assert abs(estimate[5] / cold[-1][1] - 1) < 0.15
for i in (0, 1):            # active traps deep enough for a sharp crossing at 300 K
    assert abs(approx[i][5] / warm[i][1] - 1) < 0.15
for i in (2, 3):            # shallow active traps: thermal lag adds hysteresis
    assert warm[i][1] > cold[i][1]
widths = [item[1] for item in warm[:3]]
assert min(widths) > 0 and max(widths) / min(widths) < 2.0
up, down = sweep(1.0, TAU0 * np.exp(TWO_KAPPA * x), thermal(HIGH_LEVEL, WARM))
control = depth_sums(down - up)[1]
assert abs(control) < 1e-3 * warm[1][1]

# ---- Numbers for the worked example ----
print(f"Insulator thickness {THICK:.1f} nm, relative permittivity {EPS_R:.1f}")
print(f"Trap density {N_CM3:.1e} cm^-3; kT {K_B * WARM:.5f} eV at {WARM:.0f} K")
print(f"Insulator barrier {BARRIER:.1f} eV, tunnelling mass {MASS:.1f} m_e")
print(f"Trap level above Fermi level at zero field {LEVEL:.1f} eV, tau0 {TAU0:.0e} s")
print(f"Sweep maximum {V_MAX:.1f} V, reading voltage {V_READ:.1f} V")
print(f"kappa {TWO_KAPPA * BOHR / 2:.4f} bohr^-1, 2 kappa {TWO_KAPPA:.3f} nm^-1, "
      f"1/(2 kappa) {1 / TWO_KAPPA:.4f} nm")
print(f"Depth gained per decade of time {np.log(10) / TWO_KAPPA:.3f} nm")
print(f"e t/eps {E_OVER_EPS * THICK:.3f} V nm^2")
print("Tunnelling test (atomic units):")
print(f"  density slope: diagonalization {slope_numeric:.5f}, formula {slope_formula:.5f}")
print(f"  factor for 2 bohr more gap: diagonalization {gap_numeric:.3f}, "
      f"formula {gap_formula:.3f}")
print("Reference sweep at 1 V/s, closed form:")
print(f"  crossing voltage {V_X:.4f} V, s {S_REF:.4f} s, u {U_REF:.4f} s, "
      f"ln(u/s) {np.log(U_REF / S_REF):.4f}")
print(f"  mean active depth {reference[3]:.3f} nm, image factor "
      f"{1 - reference[3] / THICK:.4f}")
print(f"  exchanged density {reference[4] * 1e14:.3e} cm^-2, "
      f"width {reference[5] * 1e3:.3f} mV")
print(f"Most effective time constant {tau_best:.3f} s")
print(f"Occupancy difference, trap of 1 ms: {fast_trap:.1e}; of 1000 s: {slow_trap:.2e}")
print("Occupancy difference of a single trap with the most effective time constant:")
for rate, value in zip(RATES, single):
    print(f"  {rate:g} V/s: {value:.2e}")
print(f"Van der Waals gap {GAP_WIDTH:.1f} nm, barrier {GAP_BARRIER:.1f} eV, mass "
      f"{GAP_MASS:.1f} m_e: tau0 times {GAP_FACTOR:.1f}")
print("Common crossing voltage, simulated:")
for (rate, _, label), item in zip(CASES, common):
    print(f"  {rate:g} V/s, {label}: density {item[0] * 1e14:.3e} cm^-2, "
          f"width {item[1] * 1e3:.3f} mV")
print("Closed form with self-consistent crossing voltage:")
for (rate, _, label), est, thermal_margin in zip(CASES, approx, margin):
    print(f"  {rate:g} V/s, {label}: depth {est[3]:.3f} nm, crossing {est[0]:.3f} V, "
          f"margin {thermal_margin:.1f} thermal widths")
print(f"Widths in mV: fuller model at {WARM:.0f} K, at {COLD:.0f} K, closed form; "
      f"closed-form error at {WARM:.0f} K:")
for (rate, _, label), hot, low, est in zip(CASES, warm, cold, approx):
    print(f"  {rate:g} V/s, {label}: {hot[1] * 1e3:.3f}, {low[1] * 1e3:.3f}, "
          f"{est[5] * 1e3:.3f}; {100 * (est[5] / hot[1] - 1):+.1f} %")
print(f"Fuller model, {WARM:.0f} K, 1 V/s, no gap: exchanged {warm[1][0] * 1e14:.3e} "
      f"cm^-2, trapped at upward reading {warm[1][2] * 1e14:.3e} cm^-2")
print(f"Largest/smallest {WARM:.0f} K width over the three rates, no gap: "
      f"{max(widths) / min(widths):.3f}")
print(f"Control with level at {HIGH_LEVEL:.1f} eV, 1 V/s: width {control * 1e3:.1e} mV")
print("PASS")
```

Running it gives:

```
Insulator thickness 10.0 nm, relative permittivity 4.0
Trap density 2.0e+18 cm^-3; kT 0.02585 eV at 300 K
Insulator barrier 3.0 eV, tunnelling mass 0.4 m_e
Trap level above Fermi level at zero field 0.2 eV, tau0 1e-10 s
Sweep maximum 3.0 V, reading voltage 2.0 V
kappa 0.2970 bohr^-1, 2 kappa 11.224 nm^-1, 1/(2 kappa) 0.0891 nm
Depth gained per decade of time 0.205 nm
e t/eps 45.238 V nm^2
Tunnelling test (atomic units):
  density slope: diagonalization 0.58435, formula 0.58435
  factor for 2 bohr more gap: diagonalization 8.749, formula 8.731
Reference sweep at 1 V/s, closed form:
  crossing voltage 0.9277 V, s 1.0723 s, u 3.0723 s, ln(u/s) 1.0526
  mean active depth 2.156 nm, image factor 0.7844
  exchanged density 1.876e+10 cm^-2, width 6.655 mV
Most effective time constant 1.900 s
Occupancy difference, trap of 1 ms: 0.0e+00; of 1000 s: 2.00e-03
Occupancy difference of a single trap with the most effective time constant:
  0.01 V/s: 3.09e-25
  1 V/s: 3.70e-01
  100 V/s: 1.04e-02
Van der Waals gap 0.2 nm, barrier 4.0 eV, mass 1.0 m_e: tau0 times 60.3
Common crossing voltage, simulated:
  0.01 V/s, no gap: density 1.875e+10 cm^-2, width 6.307 mV
  1 V/s, no gap: density 1.875e+10 cm^-2, width 6.655 mV
  100 V/s, no gap: density 1.875e+10 cm^-2, width 7.003 mV
  1 V/s, with gap: density 1.875e+10 cm^-2, width 6.965 mV
Closed form with self-consistent crossing voltage:
  0.01 V/s, no gap: depth 2.574 nm, crossing 0.777 V, margin 12.2 thermal widths
  1 V/s, no gap: depth 2.156 nm, crossing 0.928 V, margin 8.9 thermal widths
  100 V/s, no gap: depth 1.732 nm, crossing 1.155 V, margin 5.7 thermal widths
  1 V/s, with gap: depth 1.779 nm, crossing 1.124 V, margin 6.0 thermal widths
Widths in mV: fuller model at 300 K, at 30 K, closed form; closed-form error at 300 K:
  0.01 V/s, no gap: 5.774, 5.642, 5.800; +0.4 %
  1 V/s, no gap: 6.880, 6.559, 6.655; -3.3 %
  100 V/s, no gap: 9.593, 8.333, 8.091; -15.7 %
  1 V/s, with gap: 9.129, 8.035, 7.880; -13.7 %
Fuller model, 300 K, 1 V/s, no gap: exchanged 1.945e+10 cm^-2, trapped at upward reading 2.129e+11 cm^-2
Largest/smallest 300 K width over the three rates, no gap: 1.661
Control with level at 1.2 eV, 1 V/s: width 4.7e-09 mV
PASS
```
